# The Ewald Stress Tensor and Its Trace in Rocksalt: test program

```python
# Ewald stress of a periodic set of point charges, Hartree atomic units.
# Result under test: with sigma_ab = (1/V) dE/d(strain_ab),
#   sigma = sigma_real + sigma_rec + sigma_bg   and   trace(sigma) = -E/V.
# E: electrostatic energy per cell (tin-foil boundary, neutralizing uniform
# background), V: cell volume, eta: splitting parameter in erfc(eta*r)/r,
# q: charges, Q: their sum, G: reciprocal vectors, S(G): structure factor.
# Cell vectors are the rows of "cell"; strain maps r to (1 + strain) r.
import itertools
import numpy as np
from scipy.special import erfc
from scipy.constants import physical_constants as pc

HARTREE_J = pc["Hartree energy"][0]
BOHR_M = pc["Bohr radius"][0]
HARTREE_EV = pc["Hartree energy in eV"][0]
GPA = HARTREE_J / BOHR_M**3 / 1e9
PARTS = ("real", "rec", "bg", "self")
I3 = np.eye(3)


def integer_box(limits):
    axes = [np.arange(-m, m + 1) for m in limits]
    return np.array(np.meshgrid(*axes, indexing="ij")).reshape(3, -1).T


def lattice_data(cell, frac, eta, reach=6.5):
    """All pair separations and reciprocal vectors that matter."""
    recip = 2 * np.pi * np.linalg.inv(cell).T
    n_real = np.ceil(reach / eta * np.linalg.norm(recip, axis=1)
                     / (2 * np.pi)).astype(int) + 1
    n_rec = np.ceil(2 * eta * reach * np.linalg.norm(cell, axis=1)
                    / (2 * np.pi)).astype(int)
    shifts = integer_box(n_real)
    diff = frac[:, None, None, :] - frac[None, :, None, :] + shifts
    return diff @ cell, integer_box(n_rec) @ recip


def ewald(cell, frac, q, eta):
    """Energy parts and stress parts from the derived formulas."""
    V = abs(np.linalg.det(cell))
    sep, G = lattice_data(cell, frac, eta)
    r = np.linalg.norm(sep, axis=-1)
    qq = np.broadcast_to((q[:, None] * q[None, :])[:, :, None], r.shape)
    keep = r > 1e-9
    r, sep, qq = r[keep], sep[keep], qq[keep]
    G = G[np.einsum("ij,ij->i", G, G) > 1e-12]
    G2 = np.einsum("ij,ij->i", G, G)
    S2 = abs(np.exp(1j * G @ (frac @ cell).T) @ q)**2
    weight = np.exp(-G2 / (4 * eta**2)) * S2 / G2
    Q = q.sum()
    energy = {
        "real": 0.5 * np.sum(qq * erfc(eta * r) / r),
        "rec": 2 * np.pi / V * weight.sum(),
        "bg": -np.pi * Q**2 / (2 * V * eta**2),
        "self": -eta / np.sqrt(np.pi) * np.sum(q**2)}
    pair = -qq * (erfc(eta * r) / r + 2 * eta / np.sqrt(np.pi)
                  * np.exp(-(eta * r)**2)) / r**2
    g_factor = 2 * weight / G2 * (1 + G2 / (4 * eta**2))
    stress = {
        "real": (sep * pair[:, None]).T @ sep / (2 * V),
        "rec": 2 * np.pi / V**2 * ((G * g_factor[:, None]).T @ G
                                   - weight.sum() * I3),
        "bg": np.pi * Q**2 / (2 * V**2 * eta**2) * I3,
        "self": np.zeros((3, 3))}
    return energy, stress, V


def totals(cell, frac, q, eta):
    energy, stress, V = ewald(cell, frac, q, eta)
    return sum(energy.values()), sum(stress.values()), V


def strain_derivative(energy_of_map, h=1e-3):
    """Nine derivatives dE/d(strain_ab), four-point differences."""
    out = np.zeros((3, 3))
    for a, b in itertools.product(range(3), repeat=2):
        unit = np.zeros((3, 3))
        unit[a, b] = 1.0
        e = {k: energy_of_map(I3 + k * h * unit) for k in (-2, -1, 1, 2)}
        out[a, b] = (8 * (e[1] - e[-1]) - (e[2] - e[-2])) / (12 * h)
    return out


def evjen_setup(n):
    """Integer sites, alternating signs and boundary weights of a cube."""
    sites = integer_box((n, n, n))
    weights = np.prod(np.where(abs(sites) == n, 0.5, 1.0), axis=1)
    signs = 1.0 - 2.0 * (sites.sum(axis=1) % 2)
    keep = np.any(sites != 0, axis=1)
    return sites[keep].astype(float), (signs * weights)[keep]


def uniform_lattice_sum(n):
    """Potential at a unit charge of a simple cubic lattice of spacing 1,
    finite cube of charges minus uniform cube, mean potential removed."""
    sites = integer_box((n, n, n))
    r = np.linalg.norm(sites, axis=1)
    cube = 3 * np.log(2 + np.sqrt(3)) - np.pi / 2
    return np.sum(1 / r[r > 0]) - (2 * n + 1)**2 * cube - np.pi / 6


def show(label, value, unit, digits=6):
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit}")


# ---- model rocksalt crystal, one ion pair per primitive cell ----
a = 8.0
d = a / 2
fcc = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
frac = np.array([[0, 0, 0], [0.5, 0.5, 0.5]])
q = np.array([1.0, -1.0])
eta1, eta2 = 0.35, 0.55
E, sigma, V = totals(fcc, frac, q, eta1)
E2, sigma2, _ = totals(fcc, frac, q, eta2)
assert abs(E - E2) < 1e-11 and np.allclose(sigma, sigma2, atol=1e-12)

sites, signed_weights = evjen_setup(30)


def direct_energy(F):
    r = np.linalg.norm(d * sites @ F.T, axis=1)
    return np.sum(signed_weights / r)


E_direct = direct_energy(I3)
sigma_direct = strain_derivative(direct_energy) / V
assert abs(E - E_direct) < 1e-6
assert np.allclose(sigma, sigma_direct, atol=1e-7, rtol=0)
assert abs(np.trace(sigma) + E_direct / V) < 1e-8
assert np.allclose(sigma, sigma[0, 0] * I3, atol=1e-12)

# ---- scaling law, with eta held fixed ----
scale = 1.1
E_scaled = totals(scale * fcc, frac, q, eta1)[0]
assert abs(scale * E_scaled - E) < 1e-11

# ---- strained and sheared rocksalt ----
F0 = np.array([[1.03, 0.02, 0], [0.02, 1.0, 0], [0, 0, 0.98]])
sheared = fcc @ F0.T
E_s, sigma_s, V_s = totals(sheared, frac, q, eta1)
E_s_direct = direct_energy(F0)
sigma_s_direct = strain_derivative(lambda F: direct_energy(F @ F0)) / V_s
assert abs(E_s - E_s_direct) < 1e-6
assert np.allclose(sigma_s, sigma_s_direct, atol=1e-7, rtol=0)
assert abs(np.trace(sigma_s) + E_s_direct / V_s) < 1e-8
assert abs(sigma_s[0, 1]) > 1e-5

# Sublattice force in the sheared crystal must vanish by inversion.
force = np.zeros(3)
for axis in range(3):
    step = np.zeros((2, 3))
    step[1, axis] = 1e-3
    shift = step @ np.linalg.inv(sheared)
    force[axis] = -(totals(sheared, frac + shift, q, eta1)[0]
                    - totals(sheared, frac - shift, q, eta1)[0]) / 2e-3
assert np.max(abs(force)) < 1e-9

# ---- charged rocksalt: nonzero background ----
q_c = np.array([2.0, 6.0])
en_c, st_c, _ = ewald(fcc, frac, q_c, eta1)
en_c2, st_c2, _ = ewald(fcc, frac, q_c, eta2)
E_c, sigma_c = sum(en_c.values()), sum(st_c.values())
sigma_c2 = sum(st_c2.values())
n1, n2 = 15, 30
w1, w2 = (2 * n1 + 1)**2, (2 * n2 + 1)**2
uniform = (w2 * uniform_lattice_sum(n2)
           - w1 * uniform_lattice_sum(n1)) / (w2 - w1)
mean_q, half_diff = q_c.mean(), (q_c[0] - q_c[1]) / 2
E_c_direct = mean_q**2 * uniform / d + half_diff**2 * E_direct
assert abs(E_c - E_c_direct) < 1e-4  # finite-cube error of direct sum
assert abs(np.trace(sigma_c) + E_c_direct / V) < 1e-6
assert np.allclose(sigma_c, sigma_c2, atol=1e-11)
no_bg1 = (sigma_c - st_c["bg"])[0, 0]
no_bg2 = (sigma_c2 - st_c2["bg"])[0, 0]
assert abs(no_bg1 - no_bg2) > 1e-3

# ---- general charged triclinic cell ----
tri = np.array([[6.0, 0.3, -0.2], [1.1, 5.2, 0.4], [-0.7, 0.9, 6.8]])
frac_t = np.array([[0.03, 0.1, 0.2], [0.41, 0.57, 0.33], [0.72, 0.2, 0.81]])
q_t = np.array([1.3, -0.7, 1.1])
E_t, sigma_t, V_t = totals(tri, frac_t, q_t, 0.4)
numeric_t = strain_derivative(
    lambda F: totals(tri @ F.T, frac_t, q_t, 0.6)[0]) / V_t
assert np.allclose(sigma_t, numeric_t, atol=1e-9, rtol=0)
assert abs(V_t * np.trace(sigma_t) + E_t) < 1e-10

# Poisson summation of the Gaussian pair sum in the same cell.
sep, G = lattice_data(tri, frac_t, 0.4)
pair_sum = np.einsum("i,j,ijn->", q_t, q_t,
                     np.exp(-0.4**2 * np.sum(sep**2, axis=-1)))
S2 = abs(np.exp(1j * G @ (frac_t @ tri).T) @ q_t)**2
wave_sum = (np.pi / 0.4**2)**1.5 / V_t * np.sum(
    np.exp(-np.sum(G**2, axis=1) / (4 * 0.4**2)) * S2)
assert abs(pair_sum - wave_sum) < 1e-10

# ---- printed numbers ----
U = "1e-3 Ha/bohr^3"
print("ROCKSALT, charges +1 and -1 (e), one ion pair per cell")
show("lattice constant a", a, "bohr", 1)
show("nearest-neighbour distance d", d, "bohr", 1)
show("cell volume V", V, "bohr^3", 1)
show("Madelung constant, Ewald", -E * d, "(no unit)")
show("Madelung constant, direct sum", -E_direct * d, "(no unit)")
for eta in (eta1, eta2):
    en, st, _ = ewald(fcc, frac, q, eta)
    print(f"eta = {eta:.2f} 1/bohr")
    print(" E real, rec, bg, self (Ha): "
          + ", ".join(f"{en[p] + 0.0:.6f}" for p in PARTS))
    print(f" sigma_xx real, rec, bg ({U}): "
          + ", ".join(f"{1e3 * st[p][0, 0] + 0.0:.6f}" for p in PARTS[:3]))
    rest = [V * np.trace(st[p]) + en[p] for p in PARTS]
    print(" V*trace + E, real, rec, bg, self (Ha): "
          + ", ".join(f"{x + 0.0:.6f}" for x in rest))
    show(" sum of these four", sum(rest), "Ha")
show("total energy E", E, "Ha")
show("total energy E", E * HARTREE_EV, "eV", 4)
show("sigma_xx, Ewald", 1e3 * sigma[0, 0], U)
show("sigma_xx, direct sum", 1e3 * sigma_direct[0, 0], U)
show("trace of sigma", 1e3 * np.trace(sigma), U)
show("-E/V", -1e3 * E / V, U)
show("sigma_xx", sigma[0, 0] * GPA, "GPa", 3)
show("pressure -trace/3", -np.trace(sigma) / 3 * GPA, "GPa", 3)
print("STRAINED ROCKSALT, same charges")
print("deformation matrix rows (no unit): "
      + "; ".join(" ".join(f"{x:.2f}" for x in row) for row in F0))
show("volume", V_s, "bohr^3", 4)
show("energy", E_s, "Ha")
for name, i, j in (("xx", 0, 0), ("yy", 1, 1), ("zz", 2, 2), ("xy", 0, 1)):
    print(f"sigma_{name} Ewald, direct sum ({U}): "
          f"{1e3 * sigma_s[i, j]:.6f}, {1e3 * sigma_s_direct[i, j]:.6f}")
show("trace of sigma", 1e3 * np.trace(sigma_s), U)
show("-E/V", -1e3 * E_s / V_s, U)
print("CHARGED ROCKSALT, charges +2 and +6 (e), with background")
show("uniform-lattice constant, direct sum", uniform, "(no unit)", 5)
show("energy, Ewald", E_c, "Ha", 5)
show("energy, direct sums", E_c_direct, "Ha", 5)
show("sigma_xx", 1e3 * sigma_c[0, 0], U, 4)
for eta, st, partial in ((eta1, st_c, no_bg1), (eta2, st_c2, no_bg2)):
    print(f"eta = {eta:.2f} 1/bohr: sigma_xx background, rest ({U}): "
          f"{1e3 * st['bg'][0, 0]:.4f}, {1e3 * partial:.4f}")
show("trace of sigma", 1e3 * np.trace(sigma_c), U, 4)
show("-E/V", -1e3 * E_c / V, U, 4)
print("ALL CHECKS PASSED")
```

Printed output:

```
ROCKSALT, charges +1 and -1 (e), one ion pair per cell
lattice constant a: 8.0 bohr
nearest-neighbour distance d: 4.0 bohr
cell volume V: 128.0 bohr^3
Madelung constant, Ewald: 1.747565 (no unit)
Madelung constant, direct sum: 1.747565 (no unit)
eta = 0.35 1/bohr
 E real, rec, bg, self (Ha): -0.061397, 0.019438, 0.000000, -0.394933
 sigma_xx real, rec, bg (1e-3 Ha/bohr^3): 0.805969, 0.331769, 0.000000
 V*trace + E, real, rec, bg, self (Ha): 0.248095, 0.146838, 0.000000, -0.394933
 sum of these four: 0.000000 Ha
eta = 0.55 1/bohr
 E real, rec, bg, self (Ha): -0.002771, 0.186489, 0.000000, -0.620609
 sigma_xx real, rec, bg (1e-3 Ha/bohr^3): 0.082686, 1.055052, 0.000000
 V*trace + E, real, rec, bg, self (Ha): 0.028980, 0.591629, 0.000000, -0.620609
 sum of these four: 0.000000 Ha
total energy E: -0.436891 Ha
total energy E: -11.8884 eV
sigma_xx, Ewald: 1.137737 1e-3 Ha/bohr^3
sigma_xx, direct sum: 1.137737 1e-3 Ha/bohr^3
trace of sigma: 3.413212 1e-3 Ha/bohr^3
-E/V: 3.413212 1e-3 Ha/bohr^3
sigma_xx: 33.473 GPa
pressure -trace/3: -33.473 GPa
STRAINED ROCKSALT, same charges
deformation matrix rows (no unit): 1.03 0.02 0.00; 0.02 1.00 0.00; 0.00 0.00 0.98
volume: 129.1530 bohr^3
energy: -0.435768 Ha
sigma_xx Ewald, direct sum (1e-3 Ha/bohr^3): 0.989817, 0.989817
sigma_yy Ewald, direct sum (1e-3 Ha/bohr^3): 1.135335, 1.135335
sigma_zz Ewald, direct sum (1e-3 Ha/bohr^3): 1.248889, 1.248889
sigma_xy Ewald, direct sum (1e-3 Ha/bohr^3): 0.090585, 0.090585
trace of sigma: 3.374040 1e-3 Ha/bohr^3
-E/V: 3.374040 1e-3 Ha/bohr^3
CHARGED ROCKSALT, charges +2 and +6 (e), with background
uniform-lattice constant, direct sum: -2.83730 (no unit)
energy, Ewald: -13.09675 Ha
energy, direct sums: -13.09675 Ha
sigma_xx: 34.1061 1e-3 Ha/bohr^3
eta = 0.35 1/bohr: sigma_xx background, rest (1e-3 Ha/bohr^3): 50.0892, -15.9830
eta = 0.55 1/bohr: sigma_xx background, rest (1e-3 Ha/bohr^3): 20.2840, 13.8221
trace of sigma: 102.3184 1e-3 Ha/bohr^3
-E/V: 102.3184 1e-3 Ha/bohr^3
ALL CHECKS PASSED
```
